# Choosing the energy step in subgap density extraction from noisy charge data

The density of electron states below the conduction-band edge of an amorphous oxide film can be extracted from the charge that a gate draws into the film. The charge is read at two Fermi energies, and the difference in electron density is divided by the difference in energy. A narrow interval magnifies reading errors; a wide one smooths over the shape of the density. The problem is to find the best interval.

Let $\mu$ be the Fermi energy measured from the band edge, so that it is negative in the gap, and let $n(\mu)$ be the electron density. The film has thickness $d$ and is taken as uniform across it, so the magnitude of electron charge per area is $Q=e\,d\,n$. Energies are in eV and densities in cm$^{-3}$. A prime denotes a derivative with respect to $\mu$.

**(a) What does the derivative of the charge measure? Evaluate it for an exponential tail of states.**

*Solution.* In thermal equilibrium, states of density $g(E)$ are filled with the Fermi probability $f$:

$$n(\mu)=\int g(E)f(E-\mu)\,dE,\qquad f(x)=\frac{1}{1+e^{x/kT}} .$$

Since $f$ depends on $E-\mu$, $\partial f/\partial\mu=-\partial f/\partial E$. The derivative is therefore

$$G(\mu)\equiv\frac{dn}{d\mu}=\int g(E)\left(-\frac{\partial f}{\partial E}\right)dE .$$

The weight in brackets is positive, has unit area and is a few $kT$ wide. Thus $G$ is a thermal average of $g$. It tends to $g(\mu)$ as $T\to0$ where $g$ is continuous.

Now take $g(E)=g_c e^{E/w}$, where $w$ is the tail width, and continue this form above the edge for convenience. With $E=\mu+kT\,y$ and $a=kT/w$,

$$n=g_ce^{\mu/w}kT\,I(a),\qquad I(a)=\int_{-\infty}^{\infty}\frac{e^{ay}}{1+e^y}\,dy .$$

The integral converges for $0<a<1$. To evaluate it, close a rectangle between the real axis and the line $\operatorname{Im}y=2\pi$. On the upper line the integrand is multiplied by $e^{2\pi i a}$, and the vertical sides vanish at large distance. The enclosed pole at $y=i\pi$ has residue $e^{i\pi a}/e^{i\pi}=-e^{i\pi a}$, so

$$(1-e^{2\pi i a})I=-2\pi i\,e^{i\pi a}
\quad\Longrightarrow\quad I=\frac{\pi}{\sin\pi a}.$$

Hence

$$n=w\,s\,g(\mu),\qquad G=\frac{n}{w}=s\,g(\mu),\qquad
s=\frac{\pi kT/w}{\sin(\pi kT/w)} .$$

The second relation follows because $n\propto e^{\mu/w}$. As $T\to0$, $s\to1$. As $kT\to w$ from below, $s$ diverges: the integral is then controlled by high energies, where the continued tail is no longer a model of the film. The quantity sought below is $G$; its difference from $g$ is a separate, thermal matter.

**(b) Each density reading may be wrong by at most $\varepsilon$. What is the largest possible error of a central difference?**

*Solution.* Let the readings at $\mu_0\pm h$ be $n(\mu_0\pm h)+\delta_\pm$, with $|\delta_\pm|\le\varepsilon$. Here $h$ is the step; the readings are $2h$ apart. The estimate is

$$\widehat G=D_h+\frac{\delta_+-\delta_-}{2h},\qquad
D_h=\frac{n(\mu_0+h)-n(\mu_0-h)}{2h}.$$

The noise contributes at most $2\varepsilon/(2h)=\varepsilon/h$. An offset common to both readings cancels.

The other error is $D_h-n'(\mu_0)$, the truncation error. Noise alone sets no limit on it; some knowledge of the curve is needed. Assume that $n''$ is Lipschitz continuous in the window $|\mu-\mu_0|\le H$, with $|n'''|\le M$ almost everywhere there, and take $h\le H$. Repeated integration by parts gives

$$n(\mu_0\pm h)=n(\mu_0)\pm h\,n'(\mu_0)+\frac{h^2}{2}n''(\mu_0)
\pm\int_0^h\frac{(h-t)^2}{2}\,n'''(\mu_0\pm t)\,dt .$$

Subtracting the lower-sign expression from the upper one cancels $n$ and $n''$. After division by $2h$,

$$D_h-n'(\mu_0)=\frac{1}{2h}\int_0^h\frac{(h-t)^2}{2}
\left[n'''(\mu_0+t)+n'''(\mu_0-t)\right]dt .$$

The square bracket is at most $2M$ in size, and $\int_0^h(h-t)^2dt/2=h^3/6$. The truncation error is therefore at most $(2M)(h^3/6)/(2h)=Mh^2/6$. Adding the two bounds gives

$$|\widehat G-G(\mu_0)|\le B(h)=\frac{\varepsilon}{h}+\frac{Mh^2}{6}.$$

This bound can be reached. If $n'''=M$ throughout the window, the truncation error is $+Mh^2/6$; with $\delta_+=\varepsilon$ and $\delta_-=-\varepsilon$, the noise adds $+\varepsilon/h$. A constant and a linear term can be added to keep $n$ and $G$ positive without changing either error. Thus $B(h)$ is the true worst case under the stated assumptions.

**(c) Find the step that minimizes this worst case. How do the step and the error scale with the noise bound, and what does a poor choice cost?**

*Solution.* For $\varepsilon,M>0$,

$$B'(h)=-\frac{\varepsilon}{h^2}+\frac{Mh}{3},\qquad
B''(h)=\frac{2\varepsilon}{h^3}+\frac M3>0 .$$

The curve has one minimum, where $Mh^3=3\varepsilon$:

$$h_*=\left(\frac{3\varepsilon}{M}\right)^{1/3}.$$

At this step the truncation term is $Mh_*^3/(6h_*)=\varepsilon/(2h_*)$, half the noise term. The optimum is where the slopes of the two terms balance, not where the terms are equal. The least worst-case error is

$$B_*=\frac{3\varepsilon}{2h_*}
=\left[\frac{27\varepsilon^3}{8}\,\frac{M}{3\varepsilon}\right]^{1/3}
=\frac12\left(9M\varepsilon^2\right)^{1/3}.$$

At fixed $M$, the step scales as $\varepsilon^{1/3}$ and the density error as $\varepsilon^{2/3}$. Reducing the noise bound eightfold halves the best step and reduces the error fourfold.

These results require $h_*\le H$. If $h_*>H$, then $B$ is still falling at the edge of the window, and the best permitted step is $H$. In the limit $M\to0$ the curve is a parabola at most, truncation vanishes, and the widest permitted step is best.

For a step $h=rh_*$ within the window, the two terms are $\varepsilon/(rh_*)$ and $r^2\varepsilon/(2h_*)$. Dividing their sum by $B_*$ gives

$$\frac{B(rh_*)}{B_*}=\frac13\left(\frac2r+r^2\right).$$

Half the best step raises the worst-case error by a factor $17/12\approx1.42$; twice the best step raises it by $5/3\approx1.67$. This tolerance matters because $M$ must be estimated before the step is chosen. An estimate of $M$ that is eight times too large halves the step, and so costs a factor of 1.42.

**(d) Could a cleverer use of the data, with many more readings in the window, guarantee a smaller error?**

*Solution.* Not if $M$ and $\varepsilon$ are all that is known and $h_*\le H$. To show this, construct a change in $n$ that the noise can hide. Put $x=\mu-\mu_0$ and define

$$F(x)=\frac{Mh_*^2}{2}x-\frac{Mx^3}{6},\qquad |x|\le h_* .$$

Its slope, $F'=M(h_*^2-x^2)/2$, is nonnegative and vanishes at $x=\pm h_*$. Hence the largest value of $|F|$ is

$$F(h_*)=\frac{Mh_*^3}{2}-\frac{Mh_*^3}{6}=\frac{Mh_*^3}{3}=\varepsilon .$$

Continue $F$ by reflection about $x=h_*$, so that $F(h_*+t)=F(h_*-t)$, and likewise about each later turning point on both sides. Reflection reverses $F'$, but $F'$ is zero there; it leaves $F''$ continuous and reverses $F'''$. Therefore $|F|\le\varepsilon$ and $|F'''|=M$ almost everywhere, while

$$F'(0)=\frac{Mh_*^2}{2}=\frac{3\varepsilon}{2h_*}=B_* .$$

Take a linear background $n_b$ with slope $G_b>B_*$ and a constant large enough to keep the density positive. The curves $n_b+F$ and $n_b-F$ both have positive slope, and both are compatible with readings that lie on $n_b$. Their values of $G(\mu_0)$ are $G_b+B_*$ and $G_b-B_*$. A single estimate made from these readings must miss one of the two by at least $B_*$.

The central difference at $h_*$ guarantees this same error, so no method has a better guarantee. The conclusion does not cover a method with further knowledge. If the tail is known to be exponential, the functions $n_b\pm F$ are excluded, and this lower limit no longer applies. Nor does it cover readings whose errors are independent and can be averaged down.

**(e) Suppose instead that the two errors are independent, with zero mean and standard deviation $\sigma$. Which step minimizes the root-mean-square error when $n'''=M$ is constant?**

*Solution.* The variance of $(\delta_+-\delta_-)/(2h)$ is $2\sigma^2/(4h^2)$. The truncation error is the fixed number $Mh^2/6$. The cross term has zero mean, so the mean-square error is

$$R^2(h)=\frac{\sigma^2}{2h^2}+\frac{M^2h^4}{36}.$$

Setting its derivative to zero,

$$-\frac{\sigma^2}{h^3}+\frac{M^2h^3}{9}=0
\quad\Longrightarrow\quad h=\left(\frac{3\sigma}{M}\right)^{1/3}.$$

The second derivative, $3\sigma^2/h^4+M^2h^2/3$, is positive. At the minimum $M^2=9\sigma^2/h^6$, which makes the second term of $R^2$ equal to $\sigma^2/(4h^2)$. Thus $R^2=3\sigma^2/(4h^2)$ and $R=(\sqrt3/2)\,\sigma/h$. The step formula has the same form as before, with $\sigma$ replacing $\varepsilon$, but $R$ is a typical error and carries no guarantee for a single measurement.

**(f) Apply the result to an exponential tail with $w=80$ meV and $g_c=10^{19}$ cm$^{-3}$eV$^{-1}$, at $\mu_0=-0.30$ eV and 300 K. The film is 10 nm thick, and each charge reading is good to 20 pC/cm$^2$.**

*Solution.* The charge bound gives the density bound

$$\varepsilon=\frac{20\times10^{-12}}{(1.602\times10^{-19})(10^{-6})}
=1.248\times10^{14}\ \mathrm{cm^{-3}}.$$

At $\mu_0$ the density of states is $g=10^{19}e^{-3.75}=2.35\times10^{17}$ cm$^{-3}$eV$^{-1}$. With $kT=25.85$ meV, part (a) gives $s=1.195$, so $G=2.81\times10^{17}$ cm$^{-3}$eV$^{-1}$ and $n=wG=2.25\times10^{16}$ cm$^{-3}$.

For this tail $n'''=G/w^2$. Its value at the centre is $2.81\times10^{17}/(0.080)^2=4.39\times10^{19}$ cm$^{-3}$eV$^{-3}$. Using this local value for $M$,

$$h_{\rm loc}=\left(\frac{3\varepsilon w^2}{G}\right)^{1/3}
=\left(\frac{3\times1.248\times10^{14}}{4.39\times10^{19}}\right)^{1/3}
=0.0204\ \mathrm{eV}.$$

This is an estimate without a guarantee, because $n'''$ grows towards the band edge. In a window of half-width $H=30$ meV the true bound is larger by the factor $e^{30/80}$, so $M=6.39\times10^{19}$ cm$^{-3}$eV$^{-3}$. It gives a step of 18.0 meV, inside the window, and a guaranteed error of $1.04\times10^{16}$ cm$^{-3}$eV$^{-1}$, or 3.7% of $G$.

The local estimate can be judged from the full curve. With $z=h/w$,

$$D_h=wG\,\frac{e^z-e^{-z}}{2h}=G\,\frac{\sinh z}{z},\qquad
D_h-G=G\left(\frac{z^2}{6}+\frac{z^4}{120}+\cdots\right).$$

The growth of $n'''$ on one side is offset to first order by its fall on the other, so the first correction is only a fraction $z^2/20$ of the leading term, about 0.3% of it here. Numerical minimization of the noise bound plus the full truncation error gives $h=20.4$ meV and an error of $9.17\times10^{15}$ cm$^{-3}$eV$^{-1}$, or 3.3% of $G$. The readings should therefore be about 41 meV apart.

The same calculation at other steps gives these errors, in percent of $G$:

| $h$ (meV) | Noise | Truncation | Total |
|---:|---:|---:|---:|
| 5.0 | 8.9 | 0.1 | 8.9 |
| 10.0 | 4.4 | 0.3 | 4.7 |
| 20.4 | 2.2 | 1.1 | 3.3 |
| 40.0 | 1.1 | 4.2 | 5.3 |

With the film and energy held fixed, dividing the noise bound by 1, 8 and 64 gives best steps of 20.39, 10.21 and 5.11 meV, and errors of 3.26, 0.82 and 0.20% of $G$. Between the first and last cases the exponents are 0.3328 for the step and 0.6669 for the error, close to $1/3$ and $2/3$. The small deviation in the step has a traceable cause. Keeping the $z^4$ term, the condition for the minimum becomes

$$\frac{\varepsilon}{wG}=\frac{z^3}{3}\left(1+\frac{z^2}{10}\right),$$

so the best step lies below the cube-root law by a fraction of about $z^2/30$. This is 0.2% at the largest noise and less at smaller noise.

**(g) The energy is usually inferred from the gate voltage and the measured charge. How does this change the step, and which other effects limit the extracted density in a real film?**

*Solution.* Let $C_{\rm ox}$ be the insulator capacitance per area. Measure the gate voltage $V$ from a fixed reference, so that numerically, in volts and eV, $\mu=V-Q/C_{\rm ox}$. A charge error $\delta Q$ changes the inferred energy to $\mu-\delta Q/C_{\rm ox}$ and the inferred density to $n+\delta Q/(ed)$. To first order, the distance of this point from the true curve is

$$\frac{\delta Q}{ed}+G\frac{\delta Q}{C_{\rm ox}}
=\frac{\delta Q}{ed}\left(1+\frac{C_q}{C_{\rm ox}}\right),\qquad C_q=e\,d\,G,$$

with $G$ per eV, so that $C_q$ is a capacitance per area. The two errors add. If the density is then read at the intended energies, $\varepsilon$ is replaced by $\varepsilon(1+C_q/C_{\rm ox})$, and the step grows by the cube root of the bracket.

Here $C_q=45.0$ nF/cm$^2$. For 10 nm of alumina with relative permittivity 9, $C_{\rm ox}=797$ nF/cm$^2$. The effective noise rises by 5.6%, and the best step to 20.8 meV. An insulator ten times thicker, of the same permittivity, would raise the noise by 56% and the step by about 16%.

The film parameters are rough values in the regime of amorphous indium gallium zinc oxide, whose tail densities and widths vary widely with processing; the charge bound is a chosen value. Tails narrower than $kT$ are also reported for this material. For them the formulas of part (a) and the relation $n'''=G/w^2$ do not hold, and $G$ is set by states near the band edge: for a 20 meV tail cut off at the edge, $G$ at this energy is about 100 times $g$. The 10 nm insulator is thin compared with those of many display transistors. Real devices break several assumptions of the model, and some of the resulting errors exceed the 3.3% found above:

- **Interface states.** The gate charge also fills states at the insulator surface. An assumed $10^{11}$ cm$^{-2}$eV$^{-1}$, divided by the film thickness, adds 36% of $G$. Among the errors given here as a share of $G$ this is the largest, and no choice of step removes it.
- **Temperature.** $G$ exceeds $g$ by 19% at 300 K. For the same tail in equilibrium at 77 K the excess would be 1.1%, but cooling that far is no remedy: at the escape rate assumed below, a trap at the lower reading would take some 3000 years to empty. At 160 K the trap would empty in about 1 s and the excess would be 5%, but the sideways charging described below would take about an hour, even if the mobility did not fall. If the tail is known to be exponential, with $w$ well above $kT$ as here, division by $s$ corrects the excess.
- **Voltage drift.** An unnoticed shift of 0.69 mV in the voltage reference between the two readings misplaces the inferred energy by 0.69 meV. This puts the upper density in error by $2\varepsilon$, as much harm as the worst noise of part (b); against the larger effective noise found above, the figure is 0.72 mV. Threshold drift under bias must be kept well below this for the noise bound to be the relevant limit.
- **Band bending.** Solving Poisson's equation for the film, with relative permittivity 10 and no field at its back surface, gives a potential drop of 2.0 meV. The mean density then responds less to the front potential, and the extracted value falls by 3.2%.
- **Band electrons.** A parabolic band of mass $0.34\,m_e$ contributes 0.6% of $G$ at this energy. Its share grows as $\mu$ approaches the edge. Because this part rises more steeply than the tail, it adds more to $n'''$: 6% at $\mu_0$ and 13% at the upper end of the 30 meV window. This lowers the best step for the full curve by about 2%. The step with a guarantee in part (f) falls by 4%, to 17.3 meV, and its guaranteed error rises to $1.08\times10^{16}$ cm$^{-3}$eV$^{-1}$.

Equilibrium also takes time. With an assumed escape attempt rate of $10^{10}$ s$^{-1}$, a trap at the lower reading empties in about 24 µs, so each reading must last much longer than this. The film must also charge sideways from its contacts through the few band electrons. For an assumed mobility of 10 cm$^2$/(V s) and contacts 100 µm apart, this has a time constant of about 10 ms. After a change from the upper to the lower reading, the charge settles to within its error bound in about 40 ms, which then sets the waiting time. Charge leaking through the insulator during the reading must stay well below the charge bound. Confinement in a 10 nm film, estimated as $\hbar^2\pi^2/(2md^2)$ with the same mass, raises the band edge by 11 meV. This changes the distance of the Fermi energy from the edge, but for a pure exponential tail of given $G$ and $w$ the best separation of the readings is the same. The film charge produces an insulator field of only 0.0045 MV/cm, far below the breakdown range of several MV/cm for good alumina.

The step formula thus controls one part of the error budget. It is the right guide when drift is small and the third derivative is bounded over the interval used. A sharp defect peak can violate the second condition if $M$ was estimated from the smooth tail. Thermal averaging broadens such a peak in $G$ to a full width of about $3.5kT$, or 91 meV at 300 K, so a weak peak may do little harm. A strong one can still raise the third derivative far above $M$, and the small calculated error is then no longer a guarantee.
